# Why two-component fermions in 2+1 dimensions have no gamma5

For a two-component fermion in 2+1 dimensions, the product $\gamma^0\gamma^1\gamma^2$ is a number times the identity, and no nonzero matrix anticommutes with all three gammas. There is therefore no gamma5, and no chiral rotation $e^{i\theta\gamma_5}$ for a mass to break. What the mass term breaks is reflection of one spatial axis and time reversal.

These statements concern the classical field equation and its one-particle Hamiltonian. The regularised quantum theory of the massless field is a separate question, not treated here.

## The belief and its appeal

In 3+1 dimensions the product of the four gammas anticommutes with each of them. A massless fermion then has a chiral symmetry, which a mass term breaks while respecting reflection and time reversal. It seems natural to carry this over to 2+1 dimensions: multiply the three available gammas, call the result gamma5, and regard the mass as a harmless scalar that spoils only chirality.

A second observation seems to support this. The massless Hamiltonian $\sigma_1p_1+\sigma_2p_2$ anticommutes with $\sigma_3$, which looks like the missing matrix. Both arguments fail.

## The product of the gammas

Take the metric $g=\mathrm{diag}(1,-1,-1)$ and $2\times2$ matrices obeying

$$\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu},\qquad \Gamma\equiv\gamma^0\gamma^1\gamma^2 .$$

Moving $\gamma^\mu$ through $\Gamma$ takes it past three factors. It commutes with the one equal to itself and anticommutes with the other two. The two signs cancel, so $\Gamma$ commutes with every gamma. With four gammas there would be three signs, and the product would anticommute; this is the difference between the two cases.

A $2\times2$ matrix that commutes with all the gammas is a number. To see this, note that $\gamma^1$ is invertible and anticommutes with $\gamma^0$, so

$$\mathrm{tr}\,\gamma^0=\mathrm{tr}\left[\gamma^1\gamma^0(\gamma^1)^{-1}\right]=-\mathrm{tr}\,\gamma^0=0 .$$

Since $(\gamma^0)^2=1$, its eigenvalues are $+1$ and $-1$, and a basis exists in which $\gamma^0=\mathrm{diag}(1,-1)$. Commuting with $\gamma^0$ makes $\Gamma$ diagonal. In the same basis $\gamma^1$ is purely off-diagonal, with both entries nonzero because it is invertible. Commuting with $\gamma^1$ then makes the two diagonal entries of $\Gamma$ equal. Hence $\Gamma=c\,1$.

The number follows from the square. Moving the second $\gamma^0$ to the left past two factors costs no net sign:

$$\Gamma^2=(\gamma^0)^2\gamma^1\gamma^2\gamma^1\gamma^2=-(\gamma^1)^2(\gamma^2)^2=-(-1)(-1)=-1 .$$

So $c=\pm i$.

Now suppose that $X$ anticommutes with all three gammas. Moving it through $\Gamma$ gives three signs, $X\Gamma=-\Gamma X$. Since $\Gamma=c\,1$, this reads $cX=-cX$, and $X=0$. The failure is not that the product was a poor candidate: no candidate exists.

## The mass matrix is tied to the kinetic matrices

From here on use

$$\gamma^0=\sigma_3,\qquad \gamma^1=i\sigma_2,\qquad \gamma^2=-i\sigma_1 ,$$

for which $\Gamma=\sigma_3\sigma_2\sigma_1=\sigma_3(-i\sigma_3)=-i$. With $\hbar=c=1$, multiplying $(i\gamma^\mu\partial_\mu-m)\psi=0$ by $\gamma^0$ gives $i\partial_t\psi=H\psi$, where

$$H=\alpha_1p_1+\alpha_2p_2+m\beta,\qquad \alpha_i=\gamma^0\gamma^i=\sigma_i,\qquad \beta=\gamma^0=\sigma_3 .$$

Because $\sigma_1\sigma_2=i\sigma_3$,

$$\beta=-i\,\alpha_1\alpha_2 .$$

This is the result $\Gamma=-i$ in Hamiltonian form. The mass matrix cannot be transformed independently of the kinetic matrices.

The choice $\Gamma=+i$ is reached by $\gamma^\mu\to-\gamma^\mu$. No change of basis connects the two choices, since a change of basis leaves a number unchanged. The reversal keeps $\alpha_i=\gamma^0\gamma^i$ and changes the sign of $\beta$, so it amounts to $m\to-m$. The sign of $m$ therefore has meaning once the representation is fixed.

## Reflection

In two space dimensions, reversing both axes is a rotation by $\pi$. A reflection reverses one axis:

$$\psi'(t,x_1,x_2)=M\,\psi(t,-x_1,x_2).$$

For $\psi'$ to solve the same equation as $\psi$, the matrix $M$ must compensate $p_1\to-p_1$:

$$M\alpha_1M^{-1}=-\alpha_1,\qquad M\alpha_2M^{-1}=\alpha_2,\qquad M\beta M^{-1}=\beta\ \ (\text{if } m\neq0).$$

The first two conditions determine what happens to the mass matrix:

$$M\beta M^{-1}=-i(-\alpha_1)(\alpha_2)=-\beta .$$

This contradicts the third. At $m=0$ the choice $M=\sigma_2$ works; at $m\neq0$ no constant matrix does. Reflection turns the theory with mass $m$ into the theory with mass $-m$.

## Time reversal

Time reversal is antilinear: $\psi'(t)=\Theta\psi(-t)$ with $\Theta=UK$, where $K$ is complex conjugation. Applying $\Theta$ to $i\partial_t\psi=H\psi$ changes the sign of $i$, and replacing $t$ by $-t$ restores it. The condition for a symmetry is thus $\Theta H\Theta^{-1}=H$. Since $p=-i\nabla$ changes sign under $K$, the kinetic term requires $\Theta\alpha_i\Theta^{-1}=-\alpha_i$. Then

$$\Theta\beta\Theta^{-1}=+i(-\alpha_1)(-\alpha_2)=i\alpha_1\alpha_2=-\beta ,$$

where the first sign change comes from $-i\to+i$. The mass is again reversed. At $m=0$ a solution is $U=\sigma_2$.

Charge conjugation $C$ does not repair this. It is antilinear without a reversal of $t$, so it must send $H\to-H$. As $p$ already changes sign, it leaves $\alpha_i$ alone, and $\beta\to+i\alpha_1\alpha_2=-\beta$, which is what $m\beta\to-m\beta$ requires. The matrix $U=\sigma_1$ achieves it. The mass respects $C$, so if it respected $C$ combined with reflection $R$, it would also respect $R$ alone, which it does not; the same holds for time reversal $T$. The products $RT$ and $CRT$ survive, because they reverse the mass twice.

## What $\sigma_3$ does

A chiral rotation $e^{i\theta\gamma_5}$ is a symmetry of the massless theory because gamma5 anticommutes with every gamma and so commutes with $\alpha_i=\gamma^0\gamma^i$. It therefore takes a massless state of energy $E$ to a state of the same energy. The matrix $\sigma_3$ instead anticommutes with $\alpha_1$ and $\alpha_2$, and maps a massless state of energy $E$ to one of energy $-E$. It is $\gamma^0$ itself, which commutes with $\gamma^0$.

Its actual role follows from combining the matrices found above:

$$(\sigma_1K)(\sigma_2K)=\sigma_1\sigma_2^*=-\sigma_1\sigma_2=-i\sigma_3 .$$

This is $C$ times $T$, and the mass breaks it along with $T$. In band theory a matrix that anticommutes with $H$ is also called a chiral, or sublattice, symmetry. In that sense $\sigma_3$ is one, and the mass breaks it. It is a discrete operation that pairs $E$ with $-E$, not the continuous, energy-preserving rotation generated by a gamma5.

## The missing spin partner

The broken symmetries appear in the spin. With $L=x_1p_2-x_2p_1$ and $[x_i,p_j]=i\delta_{ij}$,

$$[L,H]=i(\sigma_1p_2-\sigma_2p_1),\qquad \left[\tfrac12\sigma_3,H\right]=i(\sigma_2p_1-\sigma_1p_2).$$

The sum vanishes, so $J=L+\tfrac12\sigma_3$ is conserved. At rest $H=m\sigma_3$, and the state of positive energy $|m|$ has $\sigma_3=\mathrm{sgn}(m)$. Its spin is $+\tfrac12$ for $m>0$ and $-\tfrac12$ for $m<0$.

Reflection and time reversal both reverse $J$ and would demand a particle of the same energy with opposite spin. The rest-frame Hamiltonian has two states, and the other has energy $-|m|$. The partner is absent.

## A number: one Landau level that changes sides

A perpendicular magnetic field turns the argument into a shift of an energy level. Restore $\hbar$, let $v$ be the speed in the kinetic term and $\Delta$ the mass energy, and set $\Pi=p-qA$:

$$H=v(\sigma_1\Pi_1+\sigma_2\Pi_2)+\Delta\sigma_3=\begin{pmatrix}\Delta&v\Pi_-\\ v\Pi_+&-\Delta\end{pmatrix},\qquad \Pi_\pm=\Pi_1\pm i\Pi_2 .$$

With $B=\partial_1A_2-\partial_2A_1$,

$$[\Pi_1,\Pi_2]=-q[p_1,A_2]-q[A_1,p_2]=i\hbar qB,$$

$$[\Pi_+,\Pi_-]=-2i[\Pi_1,\Pi_2]=2\hbar qB .$$

For $qB>0$, define $a=\Pi_+/\sqrt{2\hbar qB}$. Then $a^\dagger=\Pi_-/\sqrt{2\hbar qB}$ and $[a,a^\dagger]=1$, the oscillator algebra, with states $\phi_n$ and $a\phi_0=0$. Writing $w=v\sqrt{\hbar|qB|}$,

$$H=\begin{pmatrix}\Delta&\sqrt2\,w\,a^\dagger\\ \sqrt2\,w\,a&-\Delta\end{pmatrix}.$$

The spinor $(\phi_0,0)$ is an eigenstate with energy $+\Delta$. For $n\geq1$, the spinors $(\phi_n,0)$ and $(0,\phi_{n-1})$ mix among themselves through

$$\begin{pmatrix}\Delta&w\sqrt{2n}\\ w\sqrt{2n}&-\Delta\end{pmatrix},\qquad E=\pm\sqrt{\Delta^2+2nw^2}.$$

For $qB<0$ the roles of $\Pi_+$ and $\Pi_-$ are exchanged. The unpaired state becomes $(0,\phi_0)$ with energy $-\Delta$, while the paired levels are unchanged. In both cases

$$E_0=\Delta\,\mathrm{sgn}(qB).$$

Reflection reverses $B$ and leaves $q$ alone, and so does time reversal. If either were a symmetry at fixed $\Delta$, the spectra at $B$ and $-B$ would coincide.

Take round model parameters: $q=-e$, $v=5\times10^5$ m/s, $\Delta=10$ meV and $|B|=2$ T. Then $w=18.141$ meV, and the first paired levels lie at

$$\pm\sqrt{10^2+2(18.141)^2}\ \text{meV}=\pm\sqrt{100+658.2}\ \text{meV}=\pm27.54\ \text{meV}.$$

The next pair, with $n=2$, lies at $\pm37.64$ meV. These four levels are the same for both field directions. The unpaired level is at $-10$ meV for $B=+2$ T and at $+10$ meV for $B=-2$ T, a change of $2\Delta=20$ meV. Reversing $\Delta$ together with $B$ restores the original spectrum, as expected if reflection exchanges the theories with masses $m$ and $-m$. As $\Delta\to0$ the unpaired level goes to zero for both directions and the difference disappears.

The numerical check diagonalizes the first-order Hamiltonian on a grid, without the ladder operators. One step needs care. On a finite grid the off-diagonal blocks are square matrices $A$ and $A^\dagger$, so the eigenvalues come in pairs $\pm\sqrt{\Delta^2+s^2}$, with $s$ a singular value of $A$. The raw spectrum contains both $+10$ and $-10$ meV and is the same for both field directions. The extra state is a grid artefact with a large expectation value of $p^2+x^2$ in magnetic units. The levels above are those that remain once such states are discarded. The change of side also belongs to a single species: two species with masses $\Delta$ and $-\Delta$, as in the next section, give unpaired levels at both $+\Delta$ and $-\Delta$ for either field direction.

## When a gamma5 does exist

The conclusion depends on there being one two-component species. For two species, let $\tau_i$ be Pauli matrices acting on the species label, and take the gammas $\gamma^\mu\otimes\tau_3$. Their product is $-i\,1\otimes\tau_3$, no longer a number. Since $\tau_1$ and $\tau_2$ anticommute with $\tau_3$, the matrices $1\otimes\tau_1$ and $1\otimes\tau_2$ anticommute with all three gammas. Chiral rotations now exist, and they mix the species. The factor $\tau_3$ matters: it puts the two species in the two inequivalent representations. With the gammas $\gamma^\mu\otimes1$ the product is again a number, and no nonzero matrix anticommutes with all three.

In this theory $\alpha_i=\sigma_i\otimes1$ and $\beta=\sigma_3\otimes\tau_3$, so the two species have masses $m$ and $-m$. Reflection with $M=\sigma_2\otimes\tau_1$ reverses both factors of $\beta$ and leaves it unchanged. Time reversal with $\Theta=(\sigma_2\otimes\tau_1)K$ does the same. Each operation reverses the two masses and exchanges the species, which restores the theory. This mass breaks the chiral rotations and respects reflection and time reversal, as in 3+1 dimensions.

If both species have the same mass, the mass matrix is $\sigma_3\otimes1=-i\alpha_1\alpha_2$. The earlier argument then applies word for word, and exchanging the species does not help.

## Numbers as computed

```
Clifford algebra (dimensionless)
gamma0 gamma1 gamma2, diagonal entry: -1 i
same with all gammas reversed: +1 i
Independent matrices anticommuting with all gammas:
  2+1 dimensions, two components: 0
  3+1 dimensions, four components: 1
  2+1 dimensions, two species: 2
Independent spinor matrices realising a symmetry:
  R  : massless 1, massive 0
  T  : massless 1, massive 0
  C  : massless 1, massive 1
  RT : massless 1, massive 1
  CR : massless 1, massive 0
  CT : massless 1, massive 0
  CRT: massless 1, massive 1
Two species, number of matrices for R and for T:
  masses of opposite sign: R 2, T 2
  masses of equal sign: R 0, T 0
Spin of the positive-energy particle at rest (units of hbar):
  sign of m +1: spin +0.5
  sign of m -1: spin -0.5
Landau-level example, charge q = -e
speed v: 5.0e+05 m/s
mass energy Delta: 10.0 meV
field magnitude: 2.0 T
magnetic length: 18.141 nm
energy scale v sqrt(hbar e |B|): 18.1413 meV
Five levels nearest zero, from diagonalization (meV):
  Delta +10 meV, B +2 T: -37.6354  -27.5356  -10.0000  +27.5356  +37.6354
  Delta +10 meV, B -2 T: -37.6354  -27.5356  +10.0000  +27.5356  +37.6354
  Delta -10 meV, B -2 T: -37.6354  -27.5356  -10.0000  +27.5356  +37.6354
Unpaired level, change from B=+2 T to B=-2 T: +20.0000 meV
Largest difference from level formula below 1e-6 meV: True
```
